# Late-time capture of adatoms by an isolated absorbing island

A rate-equation calculation of island growth needs a capture number: the factor $q$ in the rate $Q=Dnq$ at which one island collects adatoms of density $n$ and diffusion coefficient $D$. The practical decision is whether $q$ may be a constant. For an isolated island in two dimensions, with no desorption, it may not, because the depleted region keeps spreading and $q$ keeps falling. The theorem below gives the late law, its corrections, and so the error made by keeping the leading term alone.

## Assumptions and statement

An island is a disk of fixed radius $R$ on an infinite plane. Adatoms outside it diffuse independently. Their mean density $c(r,t)$ obeys

$$\frac{\partial c}{\partial t}=D\left(\frac{\partial^2c}{\partial r^2}+\frac1r\frac{\partial c}{\partial r}\right),\qquad r>R,$$

with $c(r,0)=n$ for $r>R$, $c(R,t)=0$ for $t>0$, and $c$ bounded. After $t=0$ there is no deposition, desorption or nucleation. The mean number captured per unit time is the inward current,

$$Q(t)=2\pi RD\left.\frac{\partial c}{\partial r}\right|_{r=R}.$$

Write $\tau=Dt/R^2$, $L=\ln(4Dt/R^2)=\ln 4\tau$, and $\gamma\approx0.5772$ for Euler's constant.

**Theorem.** As $L\to\infty$,

$$Q=4\pi Dn\left[\frac1L+\frac{\gamma}{L^2}+\frac{\gamma^2-\pi^2/6}{L^3}+O(L^{-4})\right].$$

Hence $Q$ approaches $4\pi Dn/\ln(4Dt/R^2)$ in the sense that their ratio tends to 1. The relative difference vanishes only like $\gamma/L$, that is, logarithmically in time.

The proof turns the rate into an average of a Bessel-function phase, which is then expanded.

## Lemma 1: the Laplace transform

*With $\tilde q(s)=\int_0^\infty e^{-s\tau}q(\tau)\,d\tau$ and $z=\sqrt s$, $\operatorname{Re}z>0$,*

$$\tilde q(s)=\frac{2\pi}{s}\,\frac{zK_1(z)}{K_0(z)} .$$

*Proof.* Put $\rho=r/R$ and $w=c/n$. Then $\partial_\tau w=w''+w'/\rho$, where primes denote $\rho$ derivatives. Since $w=1$ initially, the transform obeys

$$s\tilde w-1=\tilde w''+\tilde w'/\rho .$$

A particular solution is $1/s$. The homogeneous solutions are $K_0(z\rho)$ and $I_0(z\rho)$; the second grows without bound and is excluded. The condition $\tilde w(1)=0$ fixes the remaining coefficient:

$$\tilde w=\frac1s\left[1-\frac{K_0(z\rho)}{K_0(z)}\right].$$

The current is $Q=2\pi RD\,(n/R)\,w'(1)$, so $q=2\pi w'(1)$. Using $K_0'=-K_1$ gives the result. $\square$

## Lemma 2: no poles

*$K_0(z)$ has no zero with $|\arg z|\le\pi/2$, $z\neq0$.*

*Proof.* Suppose $K_0(z)=0$ with $\operatorname{Re}z>0$, and let $f(\rho)=K_0(z\rho)$. Then $(\rho f')'=z^2\rho f$. Multiply by $f^*$ and subtract the complex conjugate:

$$\left[\rho(f^*f'-ff^{*\prime})\right]'=(z^2-z^{*2})\,\rho|f|^2 .$$

Integrate from 1 to $\infty$. The left side gives zero, because $f(1)=0$ and $f$ decays exponentially. The integral of $\rho|f|^2$ is positive, so $z^2$ is real, and with $\operatorname{Re}z>0$ this makes $z$ real and positive. But then $K_0(z)=\int_0^\infty e^{-z\cosh y}dy>0$, a contradiction.

On the imaginary axis, $K_0(iu)=-(\pi i/2)[J_0(u)-iY_0(u)]$ for $u>0$. A zero would require $J_0=Y_0=0$, which contradicts the Wronskian

$$J_0Y_0'-J_0'Y_0=J_1Y_0-J_0Y_1=\frac{2}{\pi u}.$$

The case $z=-iu$ is the complex conjugate. $\square$

## Lemma 3: the exact rate as a real integral

$$q(\tau)=\frac8\pi\int_0^\infty\frac{e^{-\tau u^2}}{J_0^2(u)+Y_0^2(u)}\,\frac{du}{u}.$$

*Proof.* In the $s$ plane cut along the negative real axis, $\tilde q$ has no poles by Lemma 2. At large $|s|$, $K_1/K_0\to1$, so $\tilde q\sim2\pi s^{-1/2}$ and the large arcs contribute nothing. On a circle $|s|=\epsilon$, $|\tilde q|$ is of order $1/(\epsilon|\ln\epsilon|)$ while the circumference is $2\pi\epsilon$; this contribution also vanishes.

The inversion contour thus runs inward below the cut and outward above it. With $s=-x$, the lower side gives $+\int_0^\infty e^{-x\tau}\tilde q_-dx$ and the upper side $-\int_0^\infty e^{-x\tau}\tilde q_+dx$. Since $\tilde q_-=\tilde q_+^*$, their sum is $-2i\int_0^\infty e^{-x\tau}\operatorname{Im}\tilde q_+\,dx$. Division by $2\pi i$ yields

$$q(\tau)=-\frac1\pi\int_0^\infty e^{-x\tau}\operatorname{Im}\tilde q_+\,dx .$$

Above the cut $z=iu$ and $x=u^2$. With $K_1(iu)=-(\pi/2)[J_1-iY_1]$,

$$\frac{zK_1}{K_0}=u\,\frac{J_1-iY_1}{J_0-iY_0}
=u\,\frac{(J_1-iY_1)(J_0+iY_0)}{J_0^2+Y_0^2}.$$

Its imaginary part is $u(J_1Y_0-J_0Y_1)/(J_0^2+Y_0^2)=(2/\pi)/(J_0^2+Y_0^2)$. The prefactor is $2\pi/s=-2\pi/u^2$, so $\operatorname{Im}\tilde q_+=-4/[u^2(J_0^2+Y_0^2)]$. Inserting this and $dx=2u\,du$ proves the lemma. Near $u=0$ the integrand behaves as $1/(u\ln^2u)$, which is integrable. $\square$

## Lemma 4: the rate as an average phase

*Let $\phi(u)$ be the continuous phase of $-Y_0(u)+iJ_0(u)$, with $\phi(0)=0$. Then*

$$q(\tau)=4\int_0^\infty e^{-x}\,\phi\!\left(\sqrt{x/\tau}\right)dx .$$

*Proof.* As $u\to0$, $-Y_0\to+\infty$ and $J_0\to1$, so the phase does start from zero. For a complex number $X+iY$ the phase changes at the rate $(XY'-YX')/(X^2+Y^2)$. With $X=-Y_0$ and $Y=J_0$ this is

$$\phi'=\frac{J_0Y_0'-Y_0J_0'}{J_0^2+Y_0^2}=\frac{2}{\pi u(J_0^2+Y_0^2)} .$$

Lemma 3 therefore reads $q=4\int_0^\infty e^{-\tau u^2}\phi'\,du$. At large $u$, $J_0^2+Y_0^2\sim2/(\pi u)$ and $\phi'\to1$, so $\phi\le C(1+u)$ for some constant $C$. Integration by parts has no boundary terms, since $\phi(0)=0$ and the Gaussian suppresses the upper end:

$$q=4\int_0^\infty2\tau u\,e^{-\tau u^2}\phi(u)\,du .$$

The substitution $x=\tau u^2$, $dx=2\tau u\,du$, completes the proof. $\square$

This formula holds at every $t>0$. It was compared with a finite-difference solution of the radial diffusion equation at $\tau=1,10,100,10^4$; the largest relative gap was $3.8\times10^{-6}$. Numerical inversion of Lemma 1 at $\tau=1,30,10^3,10^6$ agreed to $1.6\times10^{-13}$.

## Proof of the theorem

For small $u$, $J_0=1+O(u^2)$ and $Y_0=(2/\pi)[\ln(u/2)+\gamma]J_0+O(u^2)$. Hence

$$\tan\phi=\frac{J_0}{-Y_0}=\frac{\pi}{\ln(4/u^2)-2\gamma+O(u^2)} .$$

Set $u^2=x/\tau$, so that $\ln(4/u^2)=L-\ln x$, and define $b=2\gamma+\ln x$. Apart from the $O(u^2)$ term, $\phi=\arctan[\pi/(L-b)]$.

This may be used for $e^{-L/2}<x<e^{L/2}$, where $u^2=4xe^{-L}<4e^{-L/2}$ is small. The range below contributes at most a constant times $e^{-L/2}$, because $\phi$ is bounded there. The range above is suppressed by $\exp(-e^{L/2})$, which overwhelms the linear growth of $\phi$. Both are smaller than any power of $1/L$.

Inside the range $L-b\ge L/2-2\gamma$, so the argument of the arctangent is small at large $L$. We have

$$\frac1{L-b}=\frac1L+\frac b{L^2}+\frac{b^2}{L^3}+\frac{b^3}{L^3(L-b)},\qquad
\arctan y=y-\frac{y^3}3+O(y^5).$$

In the cubic term, replacing $(L-b)^{-3}$ by $L^{-3}$ costs at most a constant times $|b|/L^4$. Therefore

$$\phi=\frac\pi L+\frac{\pi b}{L^2}+\frac{\pi(b^2-\pi^2/3)}{L^3}+O\!\left(\frac{1+|b|^3}{L^4}\right).$$

All powers of $\ln x$ have finite averages with weight $e^{-x}$, so the averaged remainder is $O(L^{-4})$. Extending the averages to all $x$ changes them by exponentially small amounts in $L$.

The averages follow from $\int_0^\infty x^ae^{-x}dx=\Gamma(1+a)$ and $\ln\Gamma(1+a)=-\gamma a+\pi^2a^2/12+\dots$. Exponentiating and reading off the powers of $a$,

$$\langle\ln x\rangle=-\gamma,\qquad \langle\ln^2x\rangle=\gamma^2+\frac{\pi^2}6 .$$

Thus $\langle b\rangle=2\gamma-\gamma=\gamma$, and

$$\langle b^2\rangle=4\gamma^2+4\gamma(-\gamma)+\gamma^2+\frac{\pi^2}6=\gamma^2+\frac{\pi^2}6 .$$

Subtracting $\pi^2/3$ gives $\gamma^2-\pi^2/6$. Multiplication by 4, from Lemma 4, and by $Dn$ gives the theorem. $\square$

The third coefficient is $-1.31176$. Extrapolating the exact $q$ from $L=200$ and $400$ gives $-1.31167$.

## Remark 1: what the logarithm means

Multiply the diffusion equation by $r$ and integrate from $R$ to $r$:

$$r\frac{\partial c}{\partial r}=\frac{Q}{2\pi D}+\frac1D\int_R^r r'\frac{\partial c}{\partial t}\,dr' .$$

For $r^2\ll Dt$ the last term is small, since the density there changes slowly. Then

$$c(r,t)\simeq\frac{Q(t)}{2\pi D}\ln\frac rR .$$

At $r=3R$ and $\tau=10^4$ the finite-difference density differs from this by a relative $6.7\times10^{-6}$; the last digit is grid error, and the exact density lies $6.5\times10^{-6}$ below the logarithm.

The first two terms of the theorem can be combined as $Q\simeq4\pi Dn/(L-\gamma)$, because $1/(L-\gamma)=1/L+\gamma/L^2+\gamma^2/L^3+\dots$. This is the rate of a steady profile that reaches $n$ at a radius $r_{\rm out}$ given by $2\ln(r_{\rm out}/R)=L-\gamma$, or

$$r_{\rm out}=\sqrt{4Dt\,e^{-\gamma}} .$$

The outer radius grows as $\sqrt t$, so no steady state is reached.

## Remark 2: early times and the total captured

At large $s$, $K_1(z)/K_0(z)=1+1/(2z)+O(z^{-2})$. Lemma 1 becomes $\tilde q=2\pi[s^{-1/2}+1/(2s)+\dots]$, and inversion gives

$$Q\simeq2\pi RDn\left[\frac1{\sqrt{\pi Dt}}+\frac1{2R}\right],\qquad Dt\ll R^2 .$$

The first term is capture by a straight edge of length $2\pi R$; the second is the first effect of curvature. The late law cannot be continued into this regime: $4\pi Dn/L$ diverges at $4Dt=R^2$, where the true rate is finite.

The number captured is $N(t)=\int_0^tQ\,dt'$. Since $d(t/L)/dt=1/L-1/L^2$, the integral of $1/L$ at late times is $t/L+t/L^2$ up to $O(t/L^3)$. Adding the $\gamma/L^2$ term of the rate,

$$N=4\pi Dnt\left[\frac1L+\frac{1+\gamma}{L^2}+O(L^{-3})\right].$$

The average rate $N/t$ thus exceeds the current rate, as it must when the rate falls.

## Remark 3: an edge that resists attachment

Replace $c(R,t)=0$ by $c=\ell\,\partial c/\partial r$ at $r=R$, with slip length $\ell\ge0$, and let $\lambda=\ell/R$. Write $\tilde w=1/s-AK_0(z\rho)$. The slope at $\rho=1$ is $AzK_1(z)$, so the condition reads $1/s-AK_0=\lambda AzK_1$. Hence

$$\tilde q=\frac{2\pi}s\,\frac{zK_1(z)}{K_0(z)+\lambda zK_1(z)} .$$

Late times are governed by small $z$, where $zK_1\to1$ and $K_0\to-\ln(z/2)-\gamma$. The denominator becomes $-\ln(ze^{-\lambda}/2)-\gamma$, that of an absorbing disk of radius $Re^{-\lambda}$. In the late law $L$ is replaced by $L+2\ell/R$. For $\lambda=0.3$ and $\tau=10^4$, the inverted transform and the exact absorbing rate with this shift agree within one part in a thousand. The resistance changes the rate by a relative amount that decays as $1/L$; it does not change the leading law.

## Example: platinum adatoms on Pt(111)

Take rough typical values: hop barrier 0.26 eV, total hop prefactor $5\times10^{12}\ \mathrm{s^{-1}}$ and site spacing $a=0.277$ nm. At 150 K, $k_BT=12.926$ meV, and the hop rate is

$$5\times10^{12}\,e^{-0.26/0.012926}\ \mathrm{s^{-1}}\approx9.19\times10^3\ \mathrm{s^{-1}} .$$

Uncorrelated hops of length $a$ give a mean square displacement $4Dt$, so $D$ is the hop rate times $a^2/4$, or $176.3\ \mathrm{nm^2/s}$. Let $R=2$ nm and $n=10^{-5}\ \mathrm{nm^{-2}}$. The round island is an idealization: islands grown on this surface at such low temperatures tend to be branched, and $R$ is then only an effective radius.

At 10 s, $4Dt/R^2=1763$ and $L=7.475$. With $4\pi Dn=0.02215\ \mathrm{s^{-1}}$, the leading law gives $0.02215/7.475=2.96\times10^{-3}\ \mathrm{s^{-1}}$. The exact rate of the model is $3.08\times10^{-3}\ \mathrm{s^{-1}}$, and the capture number is 1.75. Rates below are in $10^{-3}\ \mathrm{s^{-1}}$.

| $t$ (s) | exact | $4\pi Dn/L$ | $4\pi Dn/(L-\gamma)$ | three terms |
|---|---|---|---|---|
| 0.1 | 7.18 | 7.72 | 9.66 | 8.04 |
| 1 | 4.40 | 4.28 | 4.82 | 4.55 |
| 10 | 3.08 | 2.96 | 3.21 | 3.12 |

The shifted form is better as $L\to\infty$, but not here: at 10 s it is 4.2% too high, while the leading law is 3.9% too low. The theorem shows why a crossover exists. Relative to the leading rate, the leading law misses $\gamma/L-1.31/L^2$, whereas the shifted form overshoots by $(\pi^2/6)/L^2$. These are equal at $L\approx5.1$; the computed errors become comparable later, near $L=7.5$, so higher terms still matter. The leading law also passes from too high to too low between 0.1 and 1 s, and its accuracy near that crossing is a cancellation.

The exact rate exceeds the leading law by 3.9% at $L=10$, 2.5% at $L=20$ and 1.1% at $L=50$. The excess falls to 1% at $L\approx55$, which for these parameters means about $10^{22}$ s. Waiting longer is therefore no practical way to make the leading law accurate to 1%. Nor do the correction terms reliably help at the times in the table: the three-term series is 3.5% too high at 1 s and 1.3% too high at 10 s. Where such accuracy is needed, the phase integral of Lemma 4 should be used.

The mean number captured in 10 s is 0.037 per island, one atom for about 27 islands. $Q$ is therefore an average over many islands. The two-term formula of Remark 2 gives $0.2215\,(0.1338+0.0282)=0.036$.

## Where the real surface departs from the model

The adatom coverage here is $6.6\times10^{-7}$ of a monolayer, a very dilute gas. The low value is needed because adatoms capture one another by the same law. Treating each adatom as an absorber of radius $a$, with relative diffusion coefficient $2D$, gives a 4.2% loss to pairs in 10 s. At fixed time this estimate and the captured number both scale with $n$. Raising $n$ until an island captures one atom on average would bring the estimated pair loss to order one, and the uniform-gas model would fail. If pairs form irreversibly, it describes a dilute gas or a short interval.

Other islands impose a second limit. For an island density of $10^{-5}\ \mathrm{nm^{-2}}$, they remove 3.7% of the gas in 10 s. Their mean spacing is about 316 nm, against a diffusion length $\sqrt{4Dt}=84$ nm. That length reaches half the spacing at $158^2/(4\times176.3)\approx35$ s; from about then on neighbours, not elapsed time, set the outer cutoff of the logarithm. This island density is an assumption, chosen low enough for the isolated regime to exist. Nucleation at 150 K with this $D$, a flux of $10^{-3}$ monolayers per second and irreversible pairing gives, on a rough rate-equation estimate, a density of order $10^{-2}\ \mathrm{nm^{-2}}$. The spacing is then of order 10 nm, and neighbours take over before the first time in the table.

Steps are a third limit. If both steps of a terrace of width $W$ absorb, they remove a fraction $4\sqrt{Dt/\pi}/W$ of the gas while that fraction is small: about 32% in 10 s for $W=300$ nm and 9.5% for $W=1000$ nm. The infinite plane therefore needs terraces much wider than the diffusion length. The surface must also be unusually clean: at $10^{-10}$ mbar of CO, about $2\times10^{-4}$ of a monolayer strikes it in 10 s, far more than the adatom coverage.

Some further effects, each estimated alone, are these.

- An attachment barrier of 10 meV, with the estimate $\ell=a(e^{0.010/0.01293}-1)=0.32$ nm, lowers the rate at 10 s by 4.1%. The estimate is rough: slowing only the attachment hops on the triangular lattice gives $\ell\approx0.26$ nm and a drop of 3.3%.
- Hopping on a triangular lattice, with all sites within $R$ of a central site absorbing, gives a rate 1.2% below the continuum one at 0.2 s. The difference depends on which sites the disk covers: moving its centre off a site can raise it to nearly 3%.
- A deposition pulse at $10^{-3}$ monolayers per second lasts 0.66 ms. Adatoms diffuse 0.7 nm meanwhile, less than $R$, so a nearly uniform start is reasonable for the times in the table, all much longer than the pulse.
- Mean island growth is $2\times10^{-4}$ nm in 10 s, and desorption is negligible for a rough binding energy of 5 eV.

At the sizes assumed here, a small error in the hop barrier matters more than any of the four effects in this list. A much larger attachment barrier would be another matter, since $\ell$ grows exponentially with it. Raising the hop barrier by 0.01 eV multiplies $D$ by 0.46 and the rate at 10 s by 0.51. The rate falls slightly less than $D$ because the smaller depleted region also lowers $L$. For this surface, a capture rate predicted from a rough barrier is thus far less certain than the few-percent corrections to the asymptotic law. These corrections matter when $D$ is known independently, or when capture numbers are compared at the same $D$. The main computed values are in the numerical output.

## Values computed for the example and the checks

```
Temperature 150 K, kT = 12.926 meV
Hop barrier 0.26 eV, prefactor 5.0e+12 1/s
Site spacing 0.277 nm, site area 0.0664 nm^2
Island radius 2.0 nm, adatom density 1.0e-05 nm^-2
Adatom coverage = 6.645e-07 ML
Hop rate = 9.1908e+03 1/s, D = 176.30 nm^2/s
Rates in 1/s: exact, 4piDn/L, 4piDn/(L-gamma), three terms
t=  0.1 s  L=2.870  7.1809e-03  7.7204e-03  9.6644e-03  8.0435e-03
t=  1.0 s  L=5.172  4.3974e-03  4.2834e-03  4.8215e-03  4.5514e-03
t= 10.0 s  L=7.475  3.0839e-03  2.9639e-03  3.2119e-03  3.1232e-03
At 10 s: 4Dt/R^2 = 1763.0, capture number = 1.7493
At 10 s: error of 4piDn/L = -3.89 %
At 10 s: error of 4piDn/(L-gamma) = +4.15 %
Diffusion length sqrt(4Dt) at 10 s = 84.0 nm
Outer radius of log profile at 10 s = 62.9 nm
Mean number captured per island in 10 s = 0.0367
Islands per captured atom = 27.3
L =    10: exact rate / (4piDn/L) = 1.03903
L =    20: exact rate / (4piDn/L) = 1.02491
L =    50: exact rate / (4piDn/L) = 1.01098
L =   100: exact rate / (4piDn/L) = 1.00564
Excess falls to 1 % at L = 55.17, log10(t in s) = 21.72
Neglected: adatoms lost to pairing in 10 s = 4.18 %
Neglected: loss to islands at 1e-05 nm^-2 = 3.67 %
Pulse at 1e-3 ML/s lasts 0.664 ms, diffusion length in it 0.685 nm
Attachment barrier 10 meV: slip length 0.323 nm, rate change -4.13 %
Mean island radius growth in 10 s = 1.94e-04 nm
Desorbed fraction (rough 5 eV, 1e13 1/s): log10 = -154
Hop barrier +0.01 eV: D x 0.461, rate at 10 s x 0.514
Lattice hopping at 0.2 s: 6.0117e-03 1/s, continuum 6.0845e-03 1/s
Lattice minus continuum = -1.20 %
Third coefficient: measured -1.31167, formula -1.31176
Largest relative gap, grid solution vs exact = 3.8e-06
Largest relative gap, Laplace inversion vs exact = 1.6e-13
Relative gap of log profile at r = 3R, tau = 1e4: 6.7e-06
```
